# Seven EPR lines from a hole shared by two gallium nuclei

## The problem

A hole in an oxide can lower its energy by distorting the lattice around it and so trap itself, mostly on one oxygen ion. The trapped hole is an unpaired electron spin, $S=1/2$. Part of its spin density reaches the neighbouring metal ions, and their nuclei, if they have spin, split its electron paramagnetic resonance (EPR) line.

Suppose that two gallium nuclei of the same isotope, each with spin $I=3/2$, are coupled to the hole with the same strength. The static field $B$ is swept while the microwave frequency $\nu$ is held fixed.

**(a)** Show that, to first order in the hyperfine coupling, there are seven equally spaced lines with intensities $1:2:3:4:3:2:1$.

**(b)** For $g=2.01$, a line spacing of 1.30 mT and $\nu=9.40$ GHz, find the seven resonance fields and the share of the total intensity in each line.

**(c)** Estimate the error made by stopping at first order.

Take one centre in one orientation, with an isotropic coupling. The hole stays on its site during the measurement. Leave out the nuclear quadrupole coupling for now; Variation 2 restores it.

## Hints

1. Write the Hamiltonian in the basis $|m_S,m_1,m_2\rangle$. Which part of $\mathbf S\cdot\mathbf I$ is diagonal there?
2. The microwave field acts on the electron spin. What does this imply for $m_1$ and $m_2$ during a transition?
3. The resonance field depends on $m_1+m_2$, not on the two numbers separately. In how many ways can each sum be formed?
4. For part (c), the neglected terms flip the electron spin one way and a nuclear spin the other way. Second-order perturbation theory gives their effect.

## Full solution

### The Hamiltonian and its first-order energies

Let $z$ be the direction of the static field. The Hamiltonian is

$$H=g\mu_B B S_z+a\,\mathbf S\cdot(\mathbf I_1+\mathbf I_2)-g_n\mu_N B(I_{1z}+I_{2z}).$$

Here $\mu_B$ is the Bohr magneton, $\mu_N$ the nuclear magneton, $g_n$ the nuclear $g$ factor and $a$ the hyperfine constant, an energy. With this sign convention the state $m_S=+1/2$ is the upper electron level. One value of $a$ and one value of $g_n$ serve for both nuclei because they are the same isotope and are equally coupled.

With $S_\pm=S_x\pm iS_y$, and likewise for the nuclei, the scalar product is

$$\mathbf S\cdot\mathbf I_k=S_zI_{kz}+\tfrac12\left(S_+I_{k-}+S_-I_{k+}\right),\qquad k=1,2.$$

The first term is diagonal in the product basis. The other two change $m_S$ by one, so they connect states separated by roughly the electron Zeeman energy, which is much larger than $a$.

Many product states share the same $m_S$ and nearly the same energy, so degenerate perturbation theory is needed: the perturbation must be diagonalized within each such group. The flip-flop terms have no matrix elements inside a group, because they change $m_S$. The term $S_zI_{kz}$ is already diagonal there. The first-order energies are therefore the diagonal elements,

$$E(m_S,m_1,m_2)=g\mu_BBm_S+a\,m_S(m_1+m_2)-g_n\mu_NB(m_1+m_2).$$

### Allowed transitions

In the usual arrangement the microwave magnetic field is perpendicular to the static field. Take it along $x$. It couples to the electron through $S_x$; its direct action on the much smaller nuclear moments is neglected. The matrix element is

$$\langle +\tfrac12,m_1',m_2'|S_x|-\tfrac12,m_1,m_2\rangle=\tfrac12\,\delta_{m_1'm_1}\delta_{m_2'm_2}.$$

The electron spin flips and both nuclear projections are unchanged. There are $4\times4=16$ nuclear configurations, hence 16 allowed transitions.

Define $M=m_1+m_2$. The energy of a transition is

$$\begin{aligned}
h\nu&=E(+\tfrac12,m_1,m_2)-E(-\tfrac12,m_1,m_2)\\
&=g\mu_BB\left(\tfrac12+\tfrac12\right)+aM\left(\tfrac12+\tfrac12\right)\\
&=g\mu_BB+aM.
\end{aligned}$$

The nuclear Zeeman energy is the same in the initial and the final state, so it has cancelled. Solving for the field gives

$$B_M=B_0-AM,\qquad B_0=\frac{h\nu}{g\mu_B},\qquad A=\frac{a}{g\mu_B}.$$

The minus sign has a direct meaning. If $a$ and $M$ are positive, the nuclei add to the field felt by the electron, and a smaller applied field suffices for resonance. Reversing the sign of $a$ exchanges the positions of $M$ and $-M$. Since the pattern found below is symmetric, it does not reveal the sign of $a$.

### Counting the configurations

Each $m_k$ can be $3/2$, $1/2$, $-1/2$ or $-3/2$. With $m_1$ labelling the rows and $m_2$ the columns, both in this order, the sums $M$ are

$$\begin{pmatrix}
3&2&1&0\\
2&1&0&-1\\
1&0&-1&-2\\
0&-1&-2&-3
\end{pmatrix}.$$

Seven different values occur, from $3$ to $-3$ in unit steps. This gives seven lines, with neighbours separated by $A$.

The number of entries equal to $M$ follows from the limits on the projections. Once $m_1$ is chosen, $m_2=M-m_1$ is fixed, and it must satisfy

$$-\tfrac32\le M-m_1\le\tfrac32
\quad\Longrightarrow\quad
M-\tfrac32\le m_1\le M+\tfrac32.$$

In addition, $-3/2\le m_1\le3/2$. For $M\ge0$ the stricter limits are $M-3/2$ below and $3/2$ above. The values of $m_1$ are spaced by one, so their number is

$$N(M)=\tfrac32-\left(M-\tfrac32\right)+1=4-M.$$

For $M<0$ the stricter limits are $-3/2$ and $M+3/2$, and the number is $M+3/2+3/2+1=4+M$. Both cases are contained in

$$N(M)=4-|M|.$$

From $M=-3$ to $M=3$ this gives $1,2,3,4,3,2,1$, with sum 16 as required.

There is also a graphical way to see it. The first nucleus splits the electron line into four equal lines. The second splits each of these into four again with the same spacing. The result is four copies of a four-line pattern, each displaced by one step from the last:

$$\begin{array}{ccccccc}
1&1&1&1&&&\\
&1&1&1&1&&\\
&&1&1&1&1&\\
&&&1&1&1&1\\
\hline
1&2&3&4&3&2&1
\end{array}$$

### From numbers to intensities

A count of transitions becomes an intensity ratio if every transition contributes equally. The absorption strength of one transition is proportional to

$$\left|\langle+\tfrac12|S_x|-\tfrac12\rangle\right|^2(p_--p_+),$$

where $p_-$ and $p_+$ are the populations of its lower and upper states. The squared matrix element is $1/4$ in all 16 cases. It remains to show that the population differences are equal. Nearly equal populations are not enough for this, because the difference is itself small: at 30 K it is only about $h\nu/kT=0.015$ of a population. At one fixed field it would be proportional to $g\mu_BB+aM$ and would vary by $6a/h\nu=2.3\%$ across the pattern.

The fixed frequency removes this variation. Each transition is observed at its own resonance field, where $g\mu_BB+aM=h\nu$. Its two levels then have the energies $\mp h\nu/2-g_n\mu_NBM$, and the hyperfine energy has dropped out. Up to a normalization that hardly changes over the sweep, $p_--p_+\propto 2\sinh(h\nu/2kT)\,\exp(g_n\mu_NBM/kT)$. For the parameters of part (b), with a rounded $g_n=1.3$ and 30 K, the exponent covers a range $6g_n\mu_NB/kT=3\times10^{-5}$ as $M$ runs from $-3$ to $3$. The population differences are equal to this accuracy, and the intensities are in the ratio $1:2:3:4:3:2:1$. This completes part (a).

"Intensity" here means the area under an absorption line. If all the lines have the same shape and width and do not overlap, their heights have the same ratio. EPR spectra are often recorded as the derivative of the absorption, and then the area is found by integrating twice.

### Numbers for part (b)

The centre field is

$$B_0=\frac{h\nu}{g\mu_B}
=\frac{(6.626\times10^{-34}\ \mathrm{J\,s})(9.40\times10^9\ \mathrm{s^{-1}})}{2.01\,(9.274\times10^{-24}\ \mathrm{J/T})}
=334.13\ \mathrm{mT}.$$

The lines lie at $334.13-1.30\,M$ in mT:

| $M$ | Field (mT) | Share of intensity |
|---|---|---|
| $+3$ | 330.23 | 1/16 |
| $+2$ | 331.53 | 2/16 |
| $+1$ | 332.83 | 3/16 |
| $0$ | 334.13 | 4/16 |
| $-1$ | 335.43 | 3/16 |
| $-2$ | 336.73 | 2/16 |
| $-3$ | 338.03 | 1/16 |

The central line carries 25% of the intensity and each outer line 6.25%. The outer lines are $6A=7.80$ mT apart. They are the easiest to lose in noise, and without them the pattern would appear to have five lines. The spacing corresponds to $a/h=36.6$ MHz.

### The error of first order, part (c)

The neglected part of the Hamiltonian is

$$V=\frac a2\left(S_+J_-+S_-J_+\right),\qquad \mathbf J=\mathbf I_1+\mathbf I_2.$$

It contains the total nuclear spin, so it is convenient to use nuclear states $|J,M\rangle$. Two spins $3/2$ combine to $J=3,2,1,0$. A given $M$ occurs once for each $J\ge|M|$, which is $4-|M|$ times, in agreement with the count above.

The state $|+\tfrac12,J,M\rangle$ is coupled by $S_-J_+$ to $|-\tfrac12,J,M+1\rangle$, which lies lower by approximately $h\nu$. The squared matrix element is $(a^2/4)[J(J+1)-M(M+1)]$. Second-order perturbation theory pushes the upper state up:

$$\Delta E_+=+\frac{a^2}{4h\nu}\left[J(J+1)-M(M+1)\right].$$

The state $|-\tfrac12,J,M\rangle$ is coupled by $S_+J_-$ to $|+\tfrac12,J,M-1\rangle$, which lies higher by approximately $h\nu$. It is pushed down:

$$\Delta E_-=-\frac{a^2}{4h\nu}\left[J(J+1)-M(M-1)\right].$$

In the difference, $M(M+1)+M(M-1)=2M^2$, so

$$\Delta E_+-\Delta E_-=\frac{a^2}{2h\nu}\left[J(J+1)-M^2\right].$$

This adds to the transition energy, so the resonance field falls. Dividing by $g\mu_B$ and using $h\nu=g\mu_BB_0$ gives

$$B_{J,M}\simeq B_0-AM-\frac{A^2}{2B_0}\left[J(J+1)-M^2\right].$$

For the example, $A^2/(2B_0)=1.30^2/(2\times334.13)=0.00253$ mT. The largest shift belongs to $J=3$, $M=0$ and is $12\times0.00253=0.030$ mT, or 2.3% of the line spacing. The four components of the central line no longer coincide: the one with $J=0$ stays at $B_0$, and the others lie up to 0.030 mT below it. They merge into one line if the linewidth is well above this value.

The centre of gravity of the central line moves less. The mean of $J(J+1)$ over its four components is $(12+6+2+0)/4=5$, which gives a shift of $-0.013$ mT.

These results were tested by diagonalizing the full 32-state Hamiltonian at each field of a sweep, without assuming first-order energies or selection rules. Each transition was given a Gaussian shape with a standard deviation of 0.05 mT. Seven maxima appeared. With the total area set to 16, the line areas agreed with $4-|M|$ to the four decimals printed. The line centres agreed with the second-order formula, averaged over $J$, to within 0.001 mT. The values are in the numerical output.

### Beside a real oxide

The parameters are rough values in the regime of holes trapped on oxygen in gallium oxide, where hyperfine splittings of the order of 1 mT are typical. Three assumptions of the model need care there.

The first is a single orientation. In a powder or an amorphous film, different centres present different $g$ values to the field. Since $B_0\propto1/g$, a change of 0.01 in $g$ moves the whole pattern by $334.13\times0.01/2.01=1.66$ mT. This is more than the line spacing, so a smooth, bell-shaped spread of that width, as disorder in an amorphous film may produce, would blur the seven lines. A Gaussian spread of full width 1.66 mT leaves a single absorption maximum, although ripples survive in the derivative spectrum. In a powder the distribution of $g$ can have sharp edges, which may leave separate maxima visible, but the patterns of different orientations still overlap. The result is suited to a crystal held at a fixed angle, at which both nuclei have the same coupling and all the centres have the same $g$. A crystal can hold the same kind of centre in several orientations, and at a general angle each orientation may give its own pattern.

The second is a hole at rest. For a rough hopping barrier of 0.2 eV and a rough attempt rate of $10^{13}\ \mathrm{s^{-1}}$, the thermally activated rate is $2.5\times10^{-21}\ \mathrm{s^{-1}}$ at 30 K, which is negligible. At 300 K it is $4.4\times10^9\ \mathrm{s^{-1}}$, about 19 times the angular frequency $a/\hbar$, with which a hopping rate has to be compared. The hole would then leave its pair of nuclei before the splitting could develop, and the pattern of a fixed pair would be lost.

The third is that both nuclei are the same isotope. Natural gallium has two stable isotopes. Both have spin $3/2$, but their magnetic moments differ.

## Variation 1: one nucleus of each isotope

*The hole on the oxygen ion places equal spin density on two neighbouring gallium ions, but their nuclei are different isotopes. How many lines are there?*

For equal spin density, the hyperfine constant is proportional to the nuclear moment. Take a rounded moment ratio of 1.3. Then $A_1=1.30$ mT and $A_2=1.3\times1.30=1.69$ mT. The first-order argument is unchanged up to the resonance condition, which becomes

$$B=B_0-A_1m_1-A_2m_2.$$

Two different configurations coincide if $A_1\Delta m_1=-A_2\Delta m_2$, where $\Delta m_1$ and $\Delta m_2$ are integers between $-3$ and $3$. Neither can be zero unless both are. A coincidence therefore needs $A_2/A_1$ to be a ratio of two integers no larger than 3. The ratio $1.3=13/10$ is not of this kind, so there are 16 separate lines of equal intensity. The full diagonalization, tested for this case, also shows 16 maxima. The closest lines differ by $\Delta m_1=1$, $\Delta m_2=-1$ and are $1.69-1.30=0.39$ mT apart.

A natural sample contains all kinds of pair. With a rounded share of 0.6 for the lighter isotope, the probabilities are

- $0.6^2=36\%$ for two light nuclei,
- $2\times0.6\times0.4=48\%$ for a mixed pair,
- $0.4^2=16\%$ for two heavy nuclei.

The spectrum is the sum of two seven-line patterns, with spacings 1.30 and 1.69 mT, and one 16-line pattern. How much of this can be seen depends on the linewidth. Adding the first-order lines with Gaussian shapes, at fixed $g$, gives the following numbers of maxima:

| Full width at half maximum (mT) | Two light nuclei | Natural mixture |
|---|---|---|
| 0.2 | 7 | 19 |
| 0.5 | 7 | 11 |
| 0.8 | 7 | 7 |
| 1.1 | 7 | 5 |

The counts for the mixture depend on the rounded ratio and on the line shape. With the ratio 1.27, closer to that of the gallium isotopes, the entry at 0.5 mT becomes 9; with that ratio and Lorentzian lines the entry at 0.8 mT becomes 5. With Gaussian lines and either ratio, the mixture shows seven maxima at 0.8 mT although almost half of its centres have 16 lines each. In this model, then, seven maxima do not prove that a single seven-line pattern is present. A measured spectrum should be compared with the weighted sum.

## Variation 2: a nuclear quadrupole coupling

*A nucleus with $I=3/2$ also has an electric quadrupole moment. Does this change the seven lines?*

For an axial electric field gradient along a direction $n$, each nucleus gains the term

$$H_Q=\frac{C}{12}\left[3I_n^2-\tfrac{15}{4}\right],$$

where $C$ is the quadrupole coupling constant. Take $C/h=10$ MHz, a round value chosen for illustration, with the same axis for both nuclei. The size of the effects found below depends strongly on $C$, so a real centre needs its own value.

**Axis along the field.** Now $I_n=I_z$, and $H_Q$ shifts a nuclear state by an energy that depends on $m^2$ but not on $m_S$. To first order in the hyperfine coupling, the shift is the same before and after the electron flip, and it cancels like the nuclear Zeeman energy. The diagonalization confirms this: the areas remain 1, 2, 3, 4, 3, 2, 1.

**Axis tilted by $\theta$.** Now $I_n=I_z\cos\theta+I_x\sin\theta$, and its square contains $\sin\theta\cos\theta\,(I_zI_x+I_xI_z)$. This mixes $m=3/2$ with $m=1/2$. The matrix element of $I_zI_x+I_xI_z$ between them is $(3/2+1/2)(\sqrt3/2)=\sqrt3$, so

$$v=\frac{C}{12}\,3\sin\theta\cos\theta\,\sqrt3=\frac{\sqrt3}{8}\,C\sin2\theta.$$

At $45^\circ$, $v/h=2.17$ MHz. The states $-3/2$ and $-1/2$ are mixed with the same magnitude. Between $1/2$ and $-1/2$ the element vanishes, because there the sum of the two projections is zero.

If the nuclear Zeeman energy and the diagonal part of $H_Q$ are ignored, neighbouring nuclear levels are $a/2$ apart, or 18.3 MHz, and their order is opposite for the two electron levels. The mixing amplitudes are therefore $+2.17/18.3$ and $-2.17/18.3$, a difference of 0.237. An electron flip can now change $m$ by one, with relative probability $0.237^2=0.056$ for each nucleus, or about 11% for two.

These extra transitions lie near the midpoints between the main lines, because the hyperfine energy of such a transition is $a$ times the mean of the initial and final $M$. The full calculation places 10.7% of the intensity between the lines at $45^\circ$, close to the estimate. The seven main areas fall to between 0.88 and 3.58, on the scale where the total is 16, and their ratios stay near $1:2:3:4:3:2:1$.

At $90^\circ$ the factor $\sin2\theta$ vanishes, and with it the mixing that produces the lines near the midpoints. The $I_x^2$ term still lets $m$ change by two, but the mean of the initial and final $M$ is then an integer, so the hyperfine energy alone would place these transitions on the main lines. The nuclear Zeeman energy and the diagonal part of $H_Q$ move them away, here by up to about a quarter of the line spacing. The program counts as "between the lines" all absorption more than a quarter of the spacing away from every first-order position. This share drops to 0.7%. It does not include the weak lines that fall nearer to a main line than that, so it depends on where the limit is drawn. The total can be estimated as before: the matrix element between $m=3/2$ and $m=-1/2$ is $(C/4)(\sqrt3/2)$, or 2.17 MHz, the levels are $a/h=36.6$ MHz apart, and $(2\times2.17/36.6)^2=0.014$ for each nucleus, or about 3% for two.

The seven-line result thus holds best when the gradient is axial with its axis along the field, or when $C$ is much smaller than $a$. At a site of low symmetry the gradient is not axial; a term in $I_x^2-I_y^2$ then lets $m$ change by two even with the main axis along the field, and the two nuclei need not share an axis. For the parameters used here, weak lines between the main ones are to be expected at intermediate angles. They appear as separate maxima only if the linewidth is well below the spacing of the main lines. At a higher microwave frequency the nuclear Zeeman energy is larger and changes both their positions and their strengths, because it narrows the nuclear level spacing in one of the two electron levels. At 34 GHz and $45^\circ$ the transitions that change $m$ by one carry about twice the share found here.

## Values computed for the example and the checks

```
INPUTS (rough model values)
g = 2.01; A = 1.30 mT
microwave frequency = 9.40 GHz
temperature = 30 K
nuclear moment ratio, heavy/light isotope = 1.30
share of light isotope = 0.60
RESULTS
centre field B0 = 334.13 mT
coupling a/h = 36.6 MHz
a/(h nu) = 0.00389
M | first-order B (mT) | exact centroid (mT) | N(M) | exact area
-3 | 338.03 | 338.026 | 1 | 1.0000
-2 | 336.73 | 336.721 | 2 | 2.0000
-1 | 335.43 | 335.419 | 3 | 3.0000
+0 | 334.13 | 334.121 | 4 | 4.0000
+1 | 332.83 | 332.819 | 3 | 3.0000
+2 | 331.53 | 331.521 | 2 | 2.0000
+3 | 330.23 | 330.226 | 1 | 1.0000
share of central line = 25.00 %
share of each outer line = 6.25 %
distance between outer lines = 7.80 mT
NEGLECTED EFFECTS
A^2/(2 B0) = 0.00253 mT
largest second-order shift (J=3, M=0) = 0.0303 mT
lines of a mixed isotope pair = 16
heavy-isotope splitting = 1.69 mT
pair shares light-light, mixed, heavy-heavy = 36 %, 48 %, 16 %
width (FWHM) 0.2 mT: maxima, light-light pair = 7, natural mixture = 19
width (FWHM) 0.5 mT: maxima, light-light pair = 7, natural mixture = 11
width (FWHM) 0.8 mT: maxima, light-light pair = 7, natural mixture = 7
width (FWHM) 1.1 mT: maxima, light-light pair = 7, natural mixture = 5
quadrupole coupling e^2qQ/h = 10 MHz
axis tilt 0 deg: areas 1.00 2.00 3.00 4.00 3.00 2.00 1.00; between lines 0.0 %
axis tilt 45 deg: areas 0.88 1.78 2.67 3.58 2.68 1.80 0.89; between lines 10.7 %
axis tilt 90 deg: areas 0.97 2.00 3.00 3.97 3.00 1.98 0.97; between lines 0.7 %
centre shift for g change of 0.01 = 1.66 mT
nuclear energy range / kT = 1.8e-04
hop barrier = 0.2 eV; attempt rate = 1e+13 1/s
hop rate at 30 K = 2.5e-21 1/s
hop rate at 300 K = 4.4e+09 1/s
```
